# Screened attraction between a dopant and an oxygen vacancy in hafnia

## The problem

In a film of HfO$_2$, a dopant with net charge $-1$ sits on a cation site, and an oxygen vacancy with net charge $+2$ sits on a neighbouring anion site, 2.3 angstrom away. The static relative permittivity is 20. Treat the two defects as point charges in a uniform dielectric.

(a) Derive their interaction energy, and show with what power the permittivity enters.

(b) Evaluate the attraction in eV.

(c) Decide how far the number can be trusted when the pair sits in a real capacitor film.

Defect charges are counted relative to the perfect crystal. A trivalent ion in place of Hf$^{4+}$ has one positive charge too few, hence $-1$. Removing an O$^{2-}$ ion and leaving no electrons behind gives $+2$.

## Hints

1. Gauss's law for the displacement field $\mathbf D$ counts the defect charge alone. The charge that the medium gathers around the defect is already contained in the permittivity.

2. Hold one defect in place and bring up the other from far away. Which field does the work, and which charge does it act on?

3. To check the power of the permittivity, compute the energy stored in the field. Cut space into spherical shells centred on one charge, and ask what flux the other charge sends through each shell.

4. For the number, convert the distance to bohr, or combine all constants into one coefficient in eV angstrom.

5. For part (c), ask what the word "uniform" means at a distance of one bond length.

## Solution

### (a) The interaction energy

The algebra is in atomic units, in which the elementary charge is 1, lengths are in bohr, energies are in hartree, and two unit charges in vacuum at distance $r$ have the energy $1/r$. Let $q_1=-1$ be the dopant charge, $q_2=+2$ the vacancy charge, $R$ their distance and $\varepsilon$ the static relative permittivity. The medium is assumed linear, isotropic and the same everywhere, so that $\mathbf D=\varepsilon\mathbf E$ with a constant $\varepsilon$.

Gauss's law for a sphere of radius $r$ around the dopant reads

$$\oint \mathbf D_1\cdot d\mathbf A = 4\pi q_1 .$$

By symmetry $\mathbf D_1$ is radial and has the same size all over the sphere, so $4\pi r^2D_1=4\pi q_1$. Therefore

$$D_1=\frac{q_1}{r^2},\qquad E_1=\frac{D_1}{\varepsilon}=\frac{q_1}{\varepsilon r^2},\qquad \phi_1(r)=\int_r^\infty E_1\,dr'=\frac{q_1}{\varepsilon r},$$

where the potential is zero at infinity.

Now bring the vacancy from infinity to the distance $R$. The force on it is its full charge $q_2$ times the field $E_1$. The medium's response to the vacancy itself is symmetric about the vacancy and exerts no net force on it. The work done against the field is

$$U=q_2\,\phi_1(R)=\frac{q_1q_2}{\varepsilon R}. \tag{1}$$

The charges have opposite signs, so $U<0$: the pair is bound relative to infinite separation, and the attraction is $|U|$.

**Check through the field energy.** The energy of a linear dielectric is

$$W=\frac1{8\pi}\int\mathbf E\cdot\mathbf D\,dV .$$

Insert $\mathbf E=\mathbf E_1+\mathbf E_2$ and $\mathbf D=\mathbf D_1+\mathbf D_2$. The terms $\mathbf E_1\cdot\mathbf D_1$ and $\mathbf E_2\cdot\mathbf D_2$ do not depend on $R$ and drop out of the interaction. The two mixed terms are equal, since $\mathbf E_2\cdot\mathbf D_1=\varepsilon\,\mathbf E_2\cdot\mathbf E_1=\mathbf E_1\cdot\mathbf D_2$. Hence

$$U=\frac1{4\pi}\int\mathbf E_1\cdot\mathbf D_2\,dV .$$

Take a shell of radius $r$ and thickness $dr$ centred on charge 1. On it $\mathbf E_1$ is normal to the surface and constant in size, so it can be taken out of the surface integral:

$$dU=\frac{dr}{4\pi}\,\frac{q_1}{\varepsilon r^2}\oint\mathbf D_2\cdot d\mathbf A .$$

If $r<R$, the shell does not enclose charge 2 and the flux is zero. If $r>R$, the flux is $4\pi q_2$. Thus

$$U=\frac{q_1q_2}{\varepsilon}\int_R^\infty\frac{dr}{r^2}=\frac{q_1q_2}{\varepsilon R},$$

in agreement with (1).

The permittivity enters once. One could argue instead that each defect, together with the charge gathered around it, looks like a charge $q/\varepsilon$, and multiply the two reduced charges. That gives $q_1q_2/(\varepsilon^2R)$, which is the mixed part of the vacuum-like energy, $(1/4\pi)\int\mathbf E_1\cdot\mathbf E_2\,dV$. What it leaves out is the energy of polarizing the medium,

$$\frac1{4\pi}\int\mathbf E_1\cdot(\mathbf D_2-\mathbf E_2)\,dV=\left(1-\frac1\varepsilon\right)\frac{q_1q_2}{\varepsilon R},$$

and for $\varepsilon=20$ this is 95% of the whole.

**What kind of energy this is.** If the pair is assembled slowly at fixed temperature $T$, $U$ is the reversible work, which is a free energy. At fixed $R$ the matching entropy is

$$S=-\frac{\partial U}{\partial T}=\frac{q_1q_2}{\varepsilon^2R}\frac{d\varepsilon}{dT},$$

and the internal energy is

$$U+TS=U\left(1+\frac{T}{\varepsilon}\frac{d\varepsilon}{dT}\right).$$

The two agree when the permittivity does not change with temperature.

### (b) The number

The distance in bohr is

$$R=\frac{2.3}{0.52918}=4.3464 .$$

With $q_1q_2=-2$, equation (1) gives

$$U=\frac{-2}{20\times4.3464}=-0.02301\ \text{hartree}.$$

One hartree is 27.2114 eV, so $U=-0.6261$ eV. The attraction is

$$|U|=0.63\ \text{eV}.$$

The same result follows from one coefficient. Two unit charges in vacuum have an energy of 14.3996 eV angstrom divided by their distance, so

$$A=\frac{|q_1q_2|}{\varepsilon}\times14.3996=1.4400\ \text{eV angstrom},\qquad |U|=\frac AR=\frac{1.4400}{2.3}=0.6261\ \text{eV}.$$

Numerical integration of the mixed field energy, shell by shell, also gives $-0.6261$ eV. Without the dielectric the attraction would be 12.52 eV; with the permittivity squared it would come out as 0.0313 eV.

Since $|U|$ is proportional to $1/(\varepsilon R)$, a small relative change in either quantity changes $|U|$ by the same fraction, with opposite sign. A distance longer by 0.1 angstrom, or 4%, lowers the attraction by about 0.03 eV.

### (c) How far the number can be trusted

The two digits in 0.63 eV describe the arithmetic of the stated model. The following estimates change one assumption at a time and keep the others.

**Direction in the crystal.** The ferroelectric phase is not cubic, so its permittivity depends on direction. Let the principal values be $\varepsilon_1,\varepsilon_2,\varepsilon_3$. The potential of a charge $q$ at the origin obeys

$$\sum_i\varepsilon_i\frac{\partial^2\phi}{\partial x_i^2}=-4\pi q\,\delta(\mathbf r).$$

Set $x_i=\sqrt{\varepsilon_i}\,x_i'$. The left side becomes the ordinary Laplacian in the primed coordinates, and the delta function becomes $\delta(\mathbf r')/\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3}$. The solution is therefore

$$\phi=\frac{q}{\sqrt{\varepsilon_1\varepsilon_2\varepsilon_3}\;r'},\qquad r'^2=\sum_i\frac{x_i^2}{\varepsilon_i}.$$

For a pair along axis 1, $r'=R/\sqrt{\varepsilon_1}$ and $\phi=q/(\sqrt{\varepsilon_2\varepsilon_3}\,R)$. The permittivity along the line of the pair has cancelled, and the other two set the screening. For illustrative values of 24, 20 and 16, the attraction is 0.700 eV along the axis with 24, 0.639 eV along the axis with 20, and 0.572 eV along the axis with 16. It is strongest along the axis of highest permittivity. In a fluorite-like lattice, however, a cation and its neighbouring anion site lie along a body diagonal of the cube. If the principal axes are the cube axes, $r'^2=R^2(1/\varepsilon_1+1/\varepsilon_2+1/\varepsilon_3)/3$, and the attraction is 0.630 eV, almost the isotropic value.

**Metal electrodes.** Let the film have thickness $L$ between two metal plates, with the pair at mid-film and parallel to them. Each charge has images at heights $nL$ from itself, with $n=\pm1,\pm2,\dots$ and signs $(-1)^n$. For $R\ll L$ the distance from the partner to an image is close to $|n|L$, and the images of one charge add to the potential at the other the factor

$$2\sum_{n=1}^\infty\frac{(-1)^n}{nL}=-\frac{2\ln2}{L}.$$

The attraction becomes $A(1/R-2\ln2/L)$. The energy of each charge with its own images does not depend on $R$ at fixed height, so it does not enter. For a 10 nm film the result is 0.606 eV, a loss of 0.02 eV.

**Temperature.** Binding competes with the number of places where the vacancy could be. Consider one vacancy and one dopant on an ideal fluorite lattice, scaled so that the nearest cation-oxygen distance is 2.3 angstrom. With dopants on 1% of the cation sites there are 200 oxygen sites per dopant, 8 of them adjacent to it. In equilibrium a site at distance $r_i$ is occupied with a probability proportional to $\exp(A/r_ik_BT)$. Summed over the 200 sites, the chance that the vacancy is on a non-adjacent site is 0.003% at 300 K and 13% at 900 K. These figures leave out the other dopants. Including them, with a uniform neutralizing background, moves the 900 K figure to about 17% for an ordered array and about 6% for random placement, so only the order of magnitude is firm. The figures also take the adjacent site to be the deepest, which holds for point charges in a continuum but need not hold in the relaxed lattice.

The second figure owes much to the long range of the attraction. At 900 K, $k_BT=0.0776$ eV, and an adjacent site outweighs a site of zero energy by $\exp(0.6261/0.0776)\approx3200$. If all 192 other sites had zero energy, the non-adjacent share would be about $192/(8\times3200)$, or 0.8%. The attraction that persists at those sites raises it to 13%. Most vacancies counted as unbound are thus still drawn to the dopant. At room temperature vacancies may move too slowly to reach equilibrium, and the arrangement can then be one left over from a hotter stage of processing.

**Other dopants.** At 1% doping the mean dopant spacing in this lattice is 15.5 angstrom, where the attraction to a vacancy is 0.093 eV. For evenly spread dopants, this is the scale on which a neighbouring dopant shifts the energy. The spacing varies as the inverse cube root of the concentration, so at 8% it is halved and the scale doubles to about 0.19 eV. Dopants placed at random often come closer to the vacancy than the mean spacing, and the shift from the nearest one is then typically larger, by roughly a factor of two. The picture of an isolated pair is then poor.

**Charge of the vacancy.** If the vacancy captures one electron, its charge falls to $+1$ and the attraction halves to 0.31 eV. With two captured electrons it is neutral, and the point-charge attraction vanishes.

**The real film.** A thickness near 10 nm and fields of a few MV/cm are usual for hafnia memory capacitors. A permittivity of 20 is on the low side for the ferroelectric phase, for which values nearer 30 are also common as a rough figure; with 30 and all else fixed, the attraction is 0.42 eV. Doping of 1% is also low, since several percent is often used. The distance of 2.3 angstrom is close to a cation-oxygen bond length, and this is where the model is weakest: a macroscopic permittivity is an average over many unit cells, while here hardly any material lies between the charges. The second variation below shows that a smooth loss of ionic screening at short range would raise the result, to between 0.8 and 1.3 eV for two illustrative lengths. That model can only raise it. In a discrete lattice the ions around a vacancy are strongly displaced, and this relaxation can make the binding at the adjacent site weaker than (1) and favour the second-neighbour site, as is known for large trivalent dopants in zirconia. The estimates here do not fix the sign of the short-range correction. Strain from a dopant of the wrong size, chemical bonding and the displacement of nearby ions beyond linear response are absent from every number here, so 0.63 eV is an electrostatic scale and not a prediction of the binding energy of a particular dopant.

## Variation 1: an applied field pulls the pair apart

*The dopant is fixed. A uniform field $F$ pulls the vacancy directly away from it. How much energy is needed to separate the pair?*

Use eV and angstrom, with $F$ in volt per angstrom. The force on the vacancy has the strength $2F$, so its energy at distance $r$ along the field is

$$V(r)=-\frac Ar-2Fr .$$

It has a maximum where $dV/dr=A/r^2-2F=0$, that is, at

$$r_m=\sqrt{\frac{A}{2F}},\qquad V(r_m)=-\sqrt{2AF}-\sqrt{2AF}=-2\sqrt{2AF}.$$

If $r_m>R$, the escape energy is the height of this maximum above the starting point:

$$\Delta=V(r_m)-V(R)=\frac AR+2FR-2\sqrt{2AF}=\left(\sqrt{\frac AR}-\sqrt{2FR}\right)^2 .\tag{2}$$

The last step uses $\sqrt{A/R}\,\sqrt{2FR}=\sqrt{2AF}$.

For 2.0 MV/cm, $F=0.020$ V per angstrom and $2F=0.040$ eV per angstrom. The maximum lies at $\sqrt{1.4400/0.040}=6.00$ angstrom. With $2FR=0.092$ eV,

$$\Delta=(\sqrt{0.6261}-\sqrt{0.092})^2=(0.791-0.303)^2=0.238\ \text{eV}.$$

The field removes about 60% of the escape energy, although $2FR$ is only 15% of the attraction. The reason is the square root in (2): for weak fields the leading change is $-2\sqrt{2AF}$, which is larger than a term linear in $F$. Two parts make up the change. The field does the work $2F(r_m-R)$ on the way to the maximum, here 0.148 eV, and the attraction $A/r_m$ that remains there, here 0.240 eV, no longer has to be overcome. For weak fields each part approaches $\sqrt{2AF}$.

The escape energy vanishes when $r_m=R$, at $F=A/(2R^2)$, or 13.6 MV/cm. This is well above the few MV/cm at which such films break down, so in this model a working field lowers the barrier to separation without removing it. The pair is then only metastable, because far enough along the field the energy falls below that of the pair.

Equation (2) treats the path as continuous. A real vacancy hops between oxygen sites, and each hop has a migration barrier of its own, which is not included. The maximum at 6.00 angstrom lies only 3.7 angstrom beyond the starting point. This is about 1.4 site spacings, since neighbouring oxygen sites in the fluorite model are half the lattice constant of 5.31 angstrom apart. The value 0.238 eV is therefore a measure of how the field tilts the binding, and a hopping rate cannot be read from it.

## Variation 2: the lattice screens incompletely at short range

*The permittivity of 20 contains the response of the electrons and the displacement of the ions. Suppose that the ionic part fades at distances below a length $l$, while the electronic part, with permittivity $\varepsilon_\infty=4.5$ (a rough value), stays complete. What is the attraction now?*

Let the screening depend on the wavevector $k$ of the field. In linear response the potential of charge 1 has the Fourier transform $4\pi q_1/(k^2\varepsilon(k))$. A simple model is

$$\frac1{\varepsilon(k)}=\frac1\varepsilon+\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right)\frac{k^2l^2}{1+k^2l^2}.$$

Long waves ($kl\ll1$) are screened by the full $\varepsilon$, and short waves ($kl\gg1$) by $\varepsilon_\infty$ alone. The first term gives the potential $q_1/(\varepsilon r)$ as before. In the second, the dependence on $k$ is

$$\frac{4\pi}{k^2}\,\frac{k^2l^2}{1+k^2l^2}=\frac{4\pi}{k^2+l^{-2}},$$

which is the transform of $e^{-r/l}/r$, because that function solves $(\nabla^2-l^{-2})f=-4\pi\delta(\mathbf r)$. Multiplying the potential at $R$ by $q_2$ gives

$$U=\frac{q_1q_2}{R}\left[\frac1\varepsilon+\left(\frac1{\varepsilon_\infty}-\frac1\varepsilon\right)e^{-R/l}\right].\tag{3}$$

For $R\gg l$ this returns to (1). For $R\ll l$ the ions do not respond and the attraction is $|q_1q_2|/(\varepsilon_\infty R)$.

The prefactor $|q_1q_2|/R$ is the unscreened 12.52 eV. For $l=1$ angstrom, $e^{-2.3}=0.100$ and

$$|U|=12.52\,[0.0500+0.1722\times0.100]=0.84\ \text{eV}.$$

For $l=2$ angstrom, $e^{-1.15}=0.317$ and $|U|=1.31$ eV. With the lattice clamped, $|U|=12.52/4.5=2.78$ eV, which is the upper limit of (3) for these permittivities.

The two lengths are illustrative and were not derived for HfO$_2$. They show how sensitive the answer is: a screening length close to the separation itself doubles the attraction. The model keeps the electronic screening complete at every distance. If it were also weaker at one bond length, the attraction would be larger still. For $l=2$ angstrom the increase is 0.68 eV, far more than the 0.07 eV gained along the most favourable axis in the example of part (c). The chosen form of $\varepsilon(k)$ allows only an increase, whereas a discrete lattice can also screen a neighbouring pair more strongly than the continuum does. The size of the correction for a given dopant, and even its sign, has to come from an atomistic calculation.

The numerical output below lists the main inputs and results used here.

## Numbers as computed

```
Dopant charge: -1 e
Vacancy charge: +2 e
Relative permittivity: 20
Separation: 2.3 angstrom = 4.3464 bohr
Hartree energy: 27.2114 eV
Bohr radius: 0.52918 angstrom
Coulomb constant, unit charges: 14.3996 eV angstrom
A = |q1 q2|/eps: 1.4400 eV angstrom
Interaction energy U: -0.02301 hartree = -0.6261 eV
Attraction, rounded: 0.63 eV
Attraction without screening: 12.52 eV
Wrong result with eps squared: 0.0313 eV
Field-energy quadrature: -0.6261 eV
Electronic permittivity (rough): 4.5
Attraction, clamped lattice: 2.78 eV
Attraction, screening length 1 angstrom: 0.84 eV
Attraction, screening length 2 angstrom: 1.31 eV
Attraction along axis with permittivity 24: 0.700 eV
Attraction along axis with permittivity 20: 0.639 eV
Attraction along axis with permittivity 16: 0.572 eV
Applied field: 2.0 MV/cm
Position of energy maximum in field: 6.00 angstrom
Escape energy in field: 0.238 eV
Field at which escape energy vanishes: 13.6 MV/cm
Film thickness: 10 nm
Attraction between metal plates: 0.606 eV
Dopant share of cation sites: 1 %
Fluorite model lattice constant: 5.31 angstrom
Oxygen sites per dopant: 200, adjacent: 8
Thermal energy kT at 300 K: 0.0259 eV
Unbound share at 300 K: 0.003 %
Thermal energy kT at 900 K: 0.0776 eV
Unbound share at 900 K: 13 %
Mean dopant spacing: 15.5 angstrom
Attraction at mean dopant spacing: 0.093 eV
Attraction for vacancy charge +1: 0.31 eV
```
